# Temperature rise from a thin silica film in the three-omega method

## Problem

A gold line of width \(w=10\) µm lies on a silica film of thickness \(d=100\) nm and thermal conductivity \(k=1.4\) W/(m K). The film covers a thick silicon wafer. An alternating current of angular frequency \(\omega\) heats the line, with a time-averaged power per unit length \(P=10\) W/m.

(a) By how much does the film raise the oscillating temperature of the line, compared with the same line in perfect contact with bare silicon?

(b) How far can the simple answer be trusted, and what else would a measurement include?

The meaning of \(P\) must be settled first. Let the line have resistance \(R'\) per unit length and carry the current \(I_0\cos\omega t\). Since \(\cos^2\omega t=\tfrac12(1+\cos2\omega t)\), the heating per unit length is

\[
R'I_0^2\cos^2\omega t=P\,(1+\cos 2\omega t),\qquad P=\tfrac12R'I_0^2 .
\]

The heating swings between 0 and 20 W/m. Its mean and the amplitude of its oscillating part are both 10 W/m. "Temperature" below means the amplitude at \(2\omega\), measured from the mean and not from peak to peak. Where phase matters, the film's contribution means the change in the part of the oscillation that is in phase with the heating.

This is the three-omega method, named after the way this temperature is read. The resistance follows the temperature and oscillates at \(2\omega\). Multiplied by the current at \(\omega\), it gives a voltage containing

\[
\cos\omega t\,\cos(2\omega t+\varphi)=\tfrac12\left[\cos(3\omega t+\varphi)+\cos(\omega t+\varphi)\right],
\]

and the part at \(3\omega\) is detected.

## First estimate by scaling

The film is a hundred times thinner than the line is wide, and the silicon beneath conducts far better than the film, so most of the heat should cross it straight down. The flux is then of order \(P/w\). Fourier's law says that flux is conductivity times temperature gradient, and the gradient is of order \(\Delta T/d\). Hence

\[
\frac{P}{w}\sim k\,\frac{\Delta T}{d}
\quad\Rightarrow\quad
\Delta T\sim\frac{Pd}{kw}.
\]

The units agree: \(P/k\) is a temperature and \(d/w\) is a pure number. Here \(P/k\approx7\) K and \(d/w=0.01\), so the film should add several hundredths of a kelvin. Scaling does not fix the numerical factor.

The silicon has no thin layer to set a length, so its own contribution is of order \(P/k_s\). With the rough value \(k_s=148\) W/(m K) this is also several hundredths of a kelvin. The film matters as much as the wafer, although it is so thin.

Is the heating slow enough for a steady flux through the film? At frequency \(2\omega\), heat penetrates a material of volumetric heat capacity \(C\) to a depth of order

\[
\ell=\sqrt{\frac{k}{2\omega C}} .
\]

For a current frequency of 1 kHz and rough heat capacities of \(1.60\times10^6\) J/(m³ K) for silica and \(1.66\times10^6\) J/(m³ K) for silicon, \(\ell\) is 8.34 µm in silica and 84.2 µm in silicon. The first is far larger than \(d\), so the film stores little heat. The second is larger than \(w\) but smaller than a typical wafer thickness, roughly 500 µm, so the wafer may be treated as infinitely deep.

## Exact solution of the two-layer model

The model has uniform, isotropic layers, perfect contacts, no heat loss upward, and a heat flux spread uniformly over the width of the line. The constants do not change with temperature.

### One lateral wave

Let \(x\) run across the line and \(z\) downward from the surface. Write the oscillating temperature as the real part of \(\theta(x,z)e^{2i\omega t}\). The heat equation \(C\,\partial_tT=k\nabla^2T\) becomes \(\nabla^2\theta=(2i\omega C/k)\theta\). For a lateral wave \(\theta=\Theta(z)e^{i\lambda x}\),

\[
\Theta''=\gamma^2\Theta,\qquad \gamma^2=\lambda^2+\frac{2i\omega C}{k}.
\]

The silicon has its own \(\gamma_s\), built from \(k_s\) and \(C_s\). There the solution must decay, \(\Theta\propto e^{-\gamma_s z}\), and the downward flux \(-k_s\Theta'\) is \(k_s\gamma_s\Theta\). The temperature per unit flux at the top of the silicon is therefore

\[
Z_s=\frac{1}{k_s\gamma_s}.
\]

In the film, let \(\Theta_d\) and \(Q_d\) be the temperature and downward flux at the bottom, \(z=d\). The solution with these values is

\[
\Theta(z)=\Theta_d\cosh\gamma(d-z)+\frac{Q_d}{k\gamma}\sinh\gamma(d-z).
\]

At the surface, using \(Q=-k\Theta'\),

\[
\Theta_0=\Theta_d\cosh\gamma d+\frac{Q_d}{k\gamma}\sinh\gamma d,\qquad
Q_0=k\gamma\,\Theta_d\sinh\gamma d+Q_d\cosh\gamma d .
\]

Temperature and flux are continuous at the silicon, so \(\Theta_d=Z_sQ_d\). Dividing the two equations, and then numerator and denominator by \(\cosh\gamma d\), gives

\[
Z=\frac{\Theta_0}{Q_0}=\frac{Z_s+\tau/(k\gamma)}{1+Z_sk\gamma\,\tau},\qquad \tau=\tanh\gamma d .
\]

The film's effect is the difference from bare silicon:

\[
Z-Z_s=\frac{\tau/(k\gamma)-Z_s^2k\gamma\,\tau}{1+Z_sk\gamma\,\tau}
=\frac{\tau}{k\gamma}\,\frac{1-\rho^2}{1+\rho\tau},\qquad
\rho=k\gamma Z_s=\frac{k\gamma}{k_s\gamma_s}.
\]

### From waves to the line

Let \(b=w/2\). The flux is \(P/(2b)\) for \(|x|<b\) and zero outside. Its Fourier transform is

\[
\int_{-b}^{b}\frac{P}{2b}\,e^{-i\lambda x}\,dx=P\,\frac{\sin\lambda b}{\lambda b}.
\]

The line's resistance responds to its mean temperature. Averaging \(e^{i\lambda x}\) over the width gives a second factor \(\sin(\lambda b)/(\lambda b)\). The inverse transform carries \(1/(2\pi)\), and the integrand is even in \(\lambda\), so the extra temperature is

\[
\Delta T=\frac{P}{\pi}\int_0^\infty\left(\frac{\sin\lambda b}{\lambda b}\right)^2
\frac{\tanh\gamma d}{k\gamma}\,\frac{1-\rho^2}{1+\rho\tanh\gamma d}\,d\lambda .
\]

This is the exact answer within the model. Evaluated numerically at 1 kHz, its part in phase with the heating is 0.07098 K. The out-of-phase part is \(-4.0\times10^{-5}\) K; the minus sign means a slight lag.

### The thin-film limit

For a thin, slowly heated film \(\tanh\gamma d\approx\gamma d\), and for a poorly conducting one \(|\rho|\ll1\). The film's factor in the integrand then reduces to the constant \(d/k\), the resistance of unit area. With \(u=\lambda b\), the remaining integral follows by parts:

\[
\int_0^\infty\frac{\sin^2u}{u^2}du
=\left[-\frac{\sin^2u}{u}\right]_0^\infty+\int_0^\infty\frac{\sin2u}{u}du
=0+\frac{\pi}{2}.
\]

Thus

\[
\Delta T\approx\frac{P}{\pi}\,\frac dk\,\frac{1}{b}\,\frac{\pi}{2}
=\frac{Pd}{2bk}=\frac{Pd}{kw}.
\]

The factor left open by scaling is one. In numbers, the flux is

\[
\frac Pw=\frac{10\ \text{W/m}}{10^{-5}\ \text{m}}=1.00\times10^6\ \text{W/m}^2,
\]

the area resistance is

\[
\frac dk=\frac{10^{-7}\ \text{m}}{1.4\ \text{W/(m K)}}=7.143\times10^{-8}\ \text{m}^2\,\text{K/W},
\]

and their product answers part (a):

\[
\Delta T\approx0.0714\ \text{K}\approx71\ \text{mK}.
\]

## Comparison of estimate and exact solution

The thin-film formula exceeds the in-phase exact value by about 0.6 percent. Most of this comes from heat that spreads sideways near the edges of the line.

### Sideways spreading

Take slow heating and an ideally conducting base, \(\rho=0\). The film's factor becomes \(\tanh(\lambda d)/(\lambda k)\). Write \(\Delta T=(Pd/kw)(1-s)\). The reduction \(s\) is the missing part of the integral divided by \(Pd/(2bk)\):

\[
s=\frac{2b}{\pi d}\int_0^\infty\frac{\sin^2\lambda b}{(\lambda b)^2}
\left[d-\frac{\tanh\lambda d}{\lambda}\right]d\lambda .
\]

Replace \(\sin^2\lambda b\) by \(\tfrac12(1-\cos2\lambda b)\) and set \(v=\lambda d\):

\[
s=\frac{2d}{\pi w}\int_0^\infty\left(1-\cos\frac{wv}{d}\right)\frac{v-\tanh v}{v^3}\,dv .
\]

For a wide line the cosine oscillates rapidly. Its contribution is exponentially small, with the factor \(e^{-\pi w/2d}\), because the smooth function it multiplies has its nearest singularities at \(v=\pm i\pi/2\). For the rest, use the partial-fraction series

\[
\tanh v=\sum_{n=1}^\infty\frac{8v}{a_n^2+4v^2},\qquad a_n=(2n-1)\pi .
\]

Since \(\sum_n8/a_n^2=1\), one may write \(v=\sum_n8v/a_n^2\) and subtract term by term:

\[
v-\tanh v=\sum_n\frac{32v^3}{a_n^2(a_n^2+4v^2)} .
\]

With \(\int_0^\infty dv/(a_n^2+4v^2)=\pi/(4a_n)\),

\[
\int_0^\infty\frac{v-\tanh v}{v^3}dv=\sum_n\frac{8\pi}{a_n^3}
=\frac{8}{\pi^2}\sum_n\frac{1}{(2n-1)^3}=\frac{7\zeta(3)}{\pi^2},
\]

where the sum over odd integers is \(\tfrac78\zeta(3)\), because the even terms make up one eighth of \(\zeta(3)=\sum_n n^{-3}\). Therefore

\[
s\approx\frac{14\zeta(3)}{\pi^3}\frac dw=0.5428\,\frac dw .
\]

For \(d/w=0.01\) the reduction is 0.54 percent of the simple result. A sharper test is a line only four times as wide as the film is thick. There the formula gives 13.57 percent, and a direct two-dimensional solution of the steady heat equation on a grid gives 13.52 percent. About half of this small difference is the error of the grid itself.

In the opposite limit, \(w\ll d\), the scaling estimate fails. Still with slow heating and an ideally conducting base, the integrand is close to \(1/(\lambda k)\) between \(\lambda\sim1/d\) and \(\lambda\sim1/w\). The leading behaviour is then \((P/\pi k)\ln(d/w)\): the heat fans out, and added thickness raises the temperature only logarithmically.

### Conductivity contrast

For a thin film the difference of impedances is approximately

\[
Z-Z_s\approx\frac dk(1-\rho^2)=\frac dk-Z_s^2k\gamma^2d .
\]

The first term is the resistance to heat going down. At low frequency \(\gamma^2\approx\lambda^2\), and the second term describes heat carried sideways within the film, which cools the line. In the same limit \(\gamma\approx\gamma_s\), so \(\rho\approx k/k_s\) and

\[
\Delta T\approx\frac{Pd}{kw}\left[1-\left(\frac{k}{k_s}\right)^2\right].
\]

For silica on silicon this formula gives a correction of only 0.009 percent. The term \(\rho\tau\), dropped from the denominator of the exact expression, matters more here: with it included, the finite conductivity of the silicon lowers the film term by about 0.04 percent in the low-frequency limit. At 1 kHz the penetration depth in silica is comparable with the line width, and the correction is larger, though still below 0.1 percent. It becomes important for a well-conducting film. As a test, take a 10 nm film with half the conductivity of silicon and the same heat capacity, at a current frequency of 10 Hz, with \(w\) unchanged. The low-frequency formula gives the factor 0.7500, and the full integral gives 0.7468. If the conductivities are equal the extra temperature vanishes in this limit, and a film that conducts better than its substrate lowers the temperature of the line.

### Frequency

With all else fixed, raising the current frequency from 1 to 10 kHz changes the in-phase film term from 0.07098 to 0.07090 K. The in-phase rise on bare silicon falls from 0.0806 to 0.0559 K. The reason is visible in the integral with \(Z_s\) alone: its integrand behaves as \(1/(\lambda k_s)\) between \(\lambda\sim1/\ell_s\) and \(\lambda\sim1/b\), where \(\ell_s\) is the penetration depth in silicon. This gives

\[
T_s\approx\frac{P}{\pi k_s}\left[\ln\frac{\ell_s}{b}+\text{constant}\right].
\]

Because \(\ell_s\propto\omega^{-1/2}\), a tenfold frequency lowers \(T_s\) by \(P\ln10/(2\pi k_s)\approx0.0248\) K, close to the computed fall of 0.0247 K. With perfect contacts, a nearly frequency-independent offset is thus the mark of the film. Contact resistances, treated below, add to the same offset.

The offset stays constant only while \(d\) is much smaller than the penetration depth in silica. That depth, 8.34 µm at 1 kHz, would shrink to 100 nm at a current frequency of about 7 MHz. Well above this, the heat no longer reaches the silicon, and the oscillating temperature ceases to depend on the film's thickness.

## What a real measurement adds

Of the neglected effects sized here, imperfect contact is the largest. An interface of area resistance \(R_i\) carries the flux \(P/w\) and adds a temperature step \(PR_i/w\). For the two faces of the film together, take the rough value \(R_i=2\times10^{-8}\) m² K/W:

\[
\frac{PR_i}{w}=10^6\times2\times10^{-8}\ \text{K}=0.020\ \text{K}.
\]

This is 28 percent of the film term, as much as 28 nm of additional silica would give. The offset from ideally contacted bare silicon becomes about 0.091 K. Someone who ascribed all of it to the film would infer the apparent conductivity

\[
k_{\text{app}}=\frac{d}{d/k+R_i}
=\frac{10^{-7}}{7.143\times10^{-8}+2\times10^{-8}}
\approx1.09\ \text{W/(m K)}
\]

instead of 1.4. One thickness cannot separate the two resistances. Two films of thicknesses \(d_1\) and \(d_2\) can, if \(k\), \(R_i\), \(P\) and \(w\) are the same for both: the interface term nearly cancels in the difference, which is close to \(P(d_2-d_1)/(kw)\) while both films are much thinner than the line is wide. For films of 100 and 300 nm at 1 kHz the difference is about 2.3 percent smaller than this with perfect contacts, and about 2.5 percent smaller if half of \(R_i\) lies at the lower face of the film. Sideways spreading accounts for about 2.2 percent.

Two other neglected effects are much smaller. The total temperature amplitude at 1 kHz is 0.1525 K. A gold line of thickness \(h=200\) nm, with a rough heat capacity \(C_g=2.5\times10^6\) J/(m³ K), then absorbs and releases heat at a rate of amplitude \(2\omega C_ghw\times0.1525\) K, about 0.1 percent of \(P\). At 10 kHz this grows to about 0.8 percent of \(P\). Being mostly out of phase with the heating, it then lowers the in-phase offset by only about 0.2 percent. The loss to still air can be estimated by asking how much power the same strip would need to reach this amplitude if it heated air alone. The answer is about 0.04 percent of \(P\).

The model also leaves out heat flow along the width of the gold, which would make the flux into the film less uniform. That effect has not been sized here.

The answer to part (b) is therefore twofold. As the contribution of the silica itself, 0.071 K is good to about one percent within the model, for the given conductivity and current frequencies of 1 to 10 kHz. As a prediction of the whole measured offset it is too low by \(PR_i/w\), roughly 0.02 K for the rough \(R_i\) assumed here, unless the interfaces are accounted for. The remaining computed values are in the numerical output.

## Calculated quantities

```
film thickness: 100 nm
film conductivity: 1.4 W/(m K)
line width: 10 micrometre
peak heating: 20.0 W/m
mean heating: 10.0 W/m
heating amplitude at 2 omega: 10.0 W/m
flux amplitude: 1.00e+06 W/m2
film area resistance: 7.143e-08 m2 K/W
EXTRA TEMPERATURE, simple formula: 0.0714 K
same in millikelvin: 71.4 mK
rough silicon conductivity: 148 W/(m K)
rough silicon heat capacity: 1.66e+06 J/(m3 K)
rough silica heat capacity: 1.60e+06 J/(m3 K)
current frequencies: 1 and 10 kHz
penetration depth in silicon, low f: 84.2 micrometre
penetration depth in silica, low f: 8.34 micrometre
full two-layer extra, low f, in phase: 0.07098 K
full two-layer extra, low f, out of phase: -4.0e-05 K
full two-layer extra, high f, in phase: 0.07090 K
bare silicon rise, low f, in phase: 0.0806 K
bare silicon rise, high f, in phase: 0.0559 K
total amplitude with film, low f: 0.1525 K
layer formula, relative error against depth solution: 1.6e-07
spreading coefficient: 0.5428 (no unit)
spreading reduction in example: 0.54 percent
narrow test line, width/thickness: 4 (no unit)
narrow line reduction, 2D solution: 13.52 percent
narrow line reduction, formula: 13.57 percent
contrast reduction in example: 0.0089 percent
half-conductive film factor, integral: 0.7468 (no unit)
half-conductive film factor, formula: 0.7500 (no unit)
rough interface resistance: 2.0e-08 m2 K/W
interface contribution: 0.0200 K
interface contribution / film term: 28 percent
silica thickness equal to interfaces: 28 nm
film plus interfaces: 0.0914 K
apparent conductivity if interfaces ignored: 1.09 W/(m K)
rough gold thickness: 200 nm
rough gold heat capacity: 2.5e+06 J/(m3 K)
heat stored in line / heating: 0.096 percent
rough air conductivity: 0.026 W/(m K)
heat lost to air / heating: 0.040 percent
```
